# Slope Dynamics of Growing Mounds and the Hyperbolic-Tangent Slope Reversal, part 2

A continuum calculation of mound growth needs a mesh spacing and a box length. Both depend on the width of a slope reversal, at a mound top or valley, and on how its shape changes with mound spacing. The height \(h(x,t)\) is measured in the frame rising with the film at mean speed \(V\). The slope is \(m=h_x\), and the surface current \(J\) is positive towards \(+x\). Subscripts \(x\) and \(t\) denote derivatives. Volume conservation gives \(h_t=-J_x\), and the growth law is

\[
J=A\,m\left(1-\frac{m^2}{m_0^2}\right)+B\,m_{xx},\qquad A,B,m_0>0 . \tag{2}
\]

Tops and valleys are assumed equivalent. Lengths, times, slopes and heights have units \(\ell\), \(\tau\), \(m_0\) and \(m_0\ell\), with

\[
\ell=\sqrt{\frac{B}{A}},\qquad \tau=\frac{B}{A^2}. \tag{5}
\]

In these scaled units, used until the worked example,

\[
h_t=-J_x,\qquad J=m-m^3+m_{xx},\qquad m=h_x . \tag{6}
\]

The slope equation is \(m_t=-J_{xx}\). The functional

\[
F=\int\left[\frac{m_x^2}{2}+\frac{(1-m^2)^2}{4}\right]dx \tag{9}
\]

cannot increase:

\[
h_t=-\frac{\delta F}{\delta h},\qquad
\frac{dF}{dt}=\int\frac{\delta F}{\delta h}\,h_t\,dx=-\int h_t^2\,dx\le0 . \tag{11}
\]

On a flat surface, a disturbance of wavenumber \(q\) grows at rate \(\sigma=q^2-q^4\), fastest at

\[
q_*=\frac1{\sqrt2},\qquad \sigma_*=\frac12-\frac14=\frac14,\qquad
\lambda_*=\frac{2\pi}{q_*}=2\pi\sqrt2=8.886 . \tag{13}
\]

This \(\lambda_*\) is the first mound spacing. An isolated valley (a "kink" in the numerical output) has \(m=\tanh(x/\sqrt2)\); a top has the opposite sign. The valley height is

\[
h=\sqrt2\,\ln\cosh\frac{x}{\sqrt2}\;\longrightarrow\;|x|-\sqrt2\ln2
\qquad(|x|\to\infty), \tag{22}
\]

so its floor lies \(\sqrt2\ln2=0.980\) above the sharp V formed by its straight sides. The width between slopes \(-0.8\) and \(+0.8\), and the cost in \(F\) of one reversal, are

\[
w_{80}=2\sqrt2\,\operatorname{artanh}0.8=\sqrt2\ln9=3.107 , \tag{23}
\]

\[
F_{\rm k}=\int m_x^2\,dx=\int_{-1}^{1}\frac{1-m^2}{\sqrt2}\,dm=\frac{2\sqrt2}{3}=0.943 . \tag{24}
\]

The isolated reversal has no growing localized mode for disturbances along \(x\). In a relaxation test with box length 35.54 and 400 mesh points, the slope agreed with the tanh profile to \(2.2\times10^{-4}\).

### Mounds at finite spacing

A film contains a train of tops and valleys, and its sides may be too short to reach slope one. Take identical mounds with spacing \(\lambda\) and equivalent tops and valleys, so that \(m(x+\lambda/2)=-m(x)\). For a stationary periodic slope, \(J_{xx}=0\) makes \(J\) constant. The symmetry also gives \(J(x+\lambda/2)=-J(x)\), so this constant is zero and \(m_{xx}=m^3-m\) still holds.

Let \(M<1\) now denote the peak slope. Since \(m_x=0\) where \(m=M\), the first integral is

\[
m_x^2=\frac{(1-m^2)^2-(1-M^2)^2}{2}
=\frac{(M^2-m^2)(2-M^2-m^2)}{2}, \tag{29}
\]

where the second form is a difference of two squares. Put \(m=My\) and divide by \(M^2\):

\[
y_x^2=\frac{2-M^2}{2}\,(1-y^2)(1-py^2),\qquad p=\frac{M^2}{2-M^2}. \tag{30}
\]

The Jacobi function \(\operatorname{sn}(z|p)\) vanishes at \(z=0\), rises there with unit slope, and satisfies \((d\,\operatorname{sn}/dz)^2=(1-\operatorname{sn}^2)(1-p\operatorname{sn}^2)\). Inverting the definition of \(p\) gives \(M^2=2p/(1+p)\), hence \((2-M^2)/2=1/(1+p)\). The profile is

\[
m=\sqrt{\frac{2p}{1+p}}\;\operatorname{sn}\!\left(\frac{x}{\sqrt{1+p}}\,\Big|\,p\right). \tag{31}
\]

As \(y\) rises from zero to one, the argument of \(\operatorname{sn}\) increases by

\[
K(p)=\int_0^1\frac{dy}{\sqrt{(1-y^2)(1-py^2)}} .
\]

This is a quarter of a period, so

\[
\lambda=4K(p)\sqrt{1+p}. \tag{32}
\]

Both factors increase with \(p\). As \(p\to0\), \(K\to\pi/2\) and \(\lambda\to2\pi\), the shortest wavelength at which a flat surface is unstable or neutral. As \(p\to1\), the equation for \(\operatorname{sn}\) becomes that of \(\tanh\), the peak slope tends to one, and \(\lambda\) grows without limit. Each spacing above \(2\pi\) therefore has one symmetric train of this kind, and shorter spacings have none.

At the first spacing, 8.886, equation (32) gives \(p=0.4719\), and the peak slope is

\[
M=\sqrt{\frac{2(0.4719)}{1.4719}}=0.801 .
\]

At twice that spacing \(p=0.9706\) and \(M=0.9925\). The isolated reversal is thus a poor description of the first stationary mounds, whose steepest sides are 20% below the selected slope. In a regular train at twice the first spacing the shortfall is below 1%. For a test, the slope equation was started from \(0.1\sin(2\pi x/\lambda_*)\) in a box holding one first spacing. At time 150 its peak slope was 0.8008, equal to the formula at four digits. Refining the mesh from 128 to 256 points had changed it by \(-3.9\times10^{-5}\). A box with a single mound cannot show coarsening. In a box that holds several mounds the train at the first spacing is unstable, because some mounds can grow at the expense of their neighbours. There it is at most a passing stage.

A widely spaced train costs about \(F_{\rm k}\) per reversal. Removing a top and a valley would therefore lower \(F\) by about \(2F_{\rm k}=1.89\). Coarsening is compatible with (11), but this count gives no rate for it.

### Scales for a slowly evaporated film

The example uses round parameters in the rough regime of platinum evaporated on Pt(111) at 440 K. Platinum enters through its lattice constant, roughly 0.39 nm, and through rough adatom energies. The deposition rate is 0.01 layers/s. The growth law has \(A=0.5\) nm²/s, \(B=18\) nm⁴/s and \(m_0=0.05\). These three values are chosen, not computed for platinum.

A step on the (111) surface has height \(a=0.39/\sqrt3=0.225\) nm, so the mean growth speed is \(V=0.01\times0.225=0.00225\) nm/s. Equation (5) gives

\[
\ell=\sqrt{\frac{18}{0.5}}=6.0\ \text{nm},\qquad
\tau=\frac{18}{0.5^2}=72\ \text{s}. \tag{33}
\]

The first spacing is \(8.886\times6.0=53.3\) nm. By (13) the fastest disturbance grows by a factor \(e\) in \(4\tau=288\) s, during which 2.88 layers arrive. An isolated reversal has width

\[
w_{80}=3.107\times6.0=18.6\ \text{nm}=186\ \text{angstrom}. \tag{34}
\]

Its valley floor lies \(0.980\times0.05\times6.0=0.294\) nm above the sharp V. The peak slope is \(0.801\times0.05=0.040\) at the first spacing and 0.0496 at the doubled spacing.

These numbers guide the numerical choices posed at the start. A periodic box must exceed \(2\pi\ell=37.7\) nm for mounds to grow from weak disturbances. In a regular train at twice the first spacing, about 107 nm per mound, the steepest part of each side comes within 1% of \(m_0\). Mounds that grow from random disturbances are unequal, and the shorter sides among them tend to stay further below \(m_0\). For the mesh, the relaxation test in the first half had spacing \(35.54/400=0.089\) in units of \(\ell\) and an error of \(2.2\times10^{-4}\). If that error is all of second order in the mesh spacing, a mesh of \(\ell/2=3\) nm would give

\[
2.2\times10^{-4}\left(\frac{0.5}{0.089}\right)^2\approx0.007
\]

of the end slope. This is an extrapolation for the same difference scheme, not a tested value.

The width depends on the square root of \(B/A\). A factor of two in that ratio changes it by a factor 1.41. With \(A\) and \(B\) held fixed, changing \(m_0\) leaves the width alone and changes the rounding height in proportion.

### The current that the selected slope must cancel

The weakest premise can be sized from atoms diffusing on a terrace. Let the terrace have width \(w\), and let \(y\) run uphill from its descending edge to the foot of the next ascending step. Suppose that the descending edge reflects adatoms and the ascending step absorbs them. Let \(\theta\) be the adatom volume per unit area and \(D\) the diffusion coefficient. In the steady state

\[
D\theta_{yy}=-V,\qquad \theta_y(0)=0,\qquad \theta(w)=0 . \tag{35}
\]

One integration gives \(\theta_y=-Vy/D\), and a second gives \(\theta=V(w^2-y^2)/(2D)\). The uphill current \(-D\theta_y=Vy\) and the adatom volume have terrace averages

\[
\bar J=\frac{Vw}{2},\qquad
\bar\theta=\frac{V}{2D}\left(w^2-\frac{w^2}{3}\right)=\frac{Vw^2}{3D}. \tag{36}
\]

A discretized solution for unit \(w\), \(V\) and \(D\) reproduced the factors 1/2 and 1/3 to within \(10^{-4}\).

At the selected slope \(w=a/m_0=0.225/0.05=4.5\) nm, so \(\bar J=0.00225\times4.5/2=0.0051\) nm²/s. For comparison, \(m-m^3\) is largest at \(m=1/\sqrt3\), where it equals \(2/(3\sqrt3)\). The largest uphill current of the model is therefore

\[
J_{\max}=\frac{2Am_0}{3\sqrt3}=0.0096\ \text{nm}^2/\text{s}. \tag{37}
\]

The growth law assumes that some downhill process cancels a current 0.53 times this maximum at slope \(m_0\). Without such a process, \(\bar J=Va/(2m)\) stays positive at every finite positive slope. Smoothing can still halt the steepening at a fixed mound spacing, but the slope reached then increases with the spacing. No slope is selected, and the stationary profile with end slopes \(\pm m_0\) does not exist.

### Other neglected effects

**Discrete steps.** The reversal is as wide as \(18.6/4.5=4.1\) terraces of the width found at \(m_0\), and its rounding height is 1.31 step heights. Fewer steps lie inside it, because the slope there is smaller. By (22) the height changes by \(\sqrt2\ln(5/3)\,m_0\ell=0.217\) nm between the centre and either edge, which is about one step. The smooth profile can at best describe an average along a ridge or over time. It does not give the positions of individual steps.

**Up-down asymmetry.** Terraces are wider near tops and valleys than on the sides. If (36) is applied to them as well, they hold more adatoms, and diffusion away from these flatter regions runs downhill from a top and uphill from a valley. The two then cease to be equivalent. This use of (36) is crude, because the edges differ. A valley terrace lies between two ascending steps. If both absorb, \(\theta=Vy(w-y)/(2D)\), and the average is only \(Vw^2/(12D)\). A top terrace is bounded by descending edges, and if these reflect perfectly, adatoms collect there until a new island forms. The estimate below therefore gives a scale, not the current at either place. To size this current, a largest terrace width \(w_c\) is needed. It is estimated by matching the low-slope law \(J=Am\) to \(Vw_c/2\) at \(m=a/w_c\):

\[
w_c=\sqrt{\frac{2aA}{V}}=\sqrt{\frac{2(0.225)(0.5)}{0.00225}}=10\ \text{nm}. \tag{38}
\]

The difference in \(D\bar\theta\) between the flat region and the side, divided by the reversal width, is

\[
\frac{V(w_c^2-w^2)}{3w_{80}}=\frac{0.00225\,(100-20.25)}{3(18.6)}=0.0032\ \text{nm}^2/\text{s}. \tag{39}
\]

This is 0.33 of \(J_{\max}\). The sides begin only half the reversal width from the flat centre, which about doubles the average current. The terrace width changes unevenly over that distance, so within this estimate the local current is larger still. With \(w=a/|m|\) cut off sharply at \(w_c\), the gradient of \(Vw^2/3\) has size \(2Va^2m_x/(3m^3)\). At \(m=a/w_c=0.0225\), where \(m_x=0.0047\) nm⁻¹, this is 0.031 nm²/s, about three times \(J_{\max}\). A smoother cutoff lowers the peak towards \(J_{\max}\). Equal shapes for tops and valleys are therefore an assumption of the model, not an approximation justified for this example.

**Mound shape in two dimensions.** For a round mound \(m_{xx}\) is replaced by \((m_r+m/r)_r=m_{rr}+m_r/r-m/r^2\), where \(r\) is the distance from the axis. The slope turns over a distance of about \(\sqrt2\,\ell\), so the typical size of the second term relative to the first is of order \(\sqrt2\,\ell/r\). At the valley around a mound, where \(r\) is half the first spacing, this ratio is \(8.5/26.7=0.32\). It compares typical sizes, not local values, since \(m_{rr}\) passes through zero at the valley centre of the one-dimensional profile. Close to the apex \(m\) is nearly proportional to \(r\) and the leading parts of the last two terms cancel, so this ratio no longer measures the correction there. The one-dimensional profile suits the cross-section of a long ridge better than a round mound, but such ridges need not last. In the isotropic law \(\mathbf J=(1-|\nabla h|^2)\nabla h+\nabla\nabla^2h\), a disturbance that varies along the ridge direction \(y\) on a uniform slope \(\bar m\) obeys \(h_t=-(1-\bar m^2)h_{yy}-h_{yyyy}\). It grows at the rate \((1-\bar m^2)q^2-q^4\), which is positive at small \(q\) whenever \(|\bar m|<1\). A periodic train of ridges has slopes below one everywhere and is therefore unstable along its length, at a rate of about \(0.1/\tau\) at the first spacing. The stability results above refer to variation in one direction only.

**Deposition noise.** An area \(\ell^2\) receives \(N=V\tau\ell^2/\Omega\) atoms in time \(\tau\), where \(\Omega=0.39^3/4=0.0148\) nm³ is the atomic volume. For independent arrivals the fluctuation is \(\sqrt N\), which corresponds to a height \(\sqrt{V\tau\Omega}/\ell=0.0082\) nm. This is 2.7% of the height unit \(m_0\ell=0.30\) nm. Over one time unit noise is thus small beside the height of developed mounds, although it can supply the weak disturbances from which they grow. The estimate does not settle how noise affects coarsening over much longer times.

**Finite slope and desorption.** The surface is longer than its projection by the fraction \(\sqrt{1+m_0^2}-1=0.0012\). For desorption, take a hop barrier of 0.3 eV, a binding energy of 4.0 eV and equal attempt rates. At 440 K the thermal energy is 0.0379 eV. A random walk over 10 nm takes about \((10/0.276)^2\approx1300\) hops, where \(0.39/\sqrt2=0.276\) nm is the neighbour distance. The desorbed fraction is then about \(1300\,e^{-3.7/0.0379}\), of order \(10^{-39}\). Even large errors in these rough energies would leave it negligible.

### The model beside platinum films

Platinum grown on Pt(111) near this temperature does form mounds, with spacings of roughly tens of nanometres, so the lateral scale of the example is reasonable. The deposition rate suits slow laboratory evaporation. A coating process at a rough 0.1 nm/s would be over forty times faster, and \(A\) and \(B\) could not be carried over to it unchanged. The slope of 0.05 is imposed. Mounds on Pt(111) tend to keep steepening, which breaks the assumption of a selected slope. The effect on the result is then more than a percentage correction, because the stationary end slope is lost. For this system the 18.6 nm width is a scale set by the chosen \(B/A\), not a prediction. It can guide the mesh of a calculation that uses the same growth law. Its use for a measured film requires evidence that the side slopes have stopped changing, that tops and valleys have similar shapes, and that each reversal spans many terraces. The numerical output lists the values behind these estimates.

## Calculated quantities

```
DIMENSIONLESS TESTS
height vs slope evolution, largest difference: 1.5e-04
largest slope in that run: 0.847
drop of F in that run: 0.76487
time integral of squared height rate: 0.76487
fastest growth rate by diagonalization: 0.25000
first mound spacing: 8.8858
end slope allowed by equal areas: 1.000000
boundary-value kink minus tanh, largest: 8.5e-08
relaxed kink minus tanh, largest: 2.2e-04
kink value of F: 0.94281
kink width, slope -0.8 to +0.8: 3.1073
valley rounding height: 0.9803
two lowest stability eigenvalues: -0.00001, 1.5000
elliptic parameter p at first spacing: 0.4719
peak slope at first spacing, formula: 0.8008
peak slope at first spacing, evolved: 0.8008
shift of evolved peak, 128 to 256 points: -3.9e-05
elliptic parameter p at doubled spacing: 0.9706
peak slope at doubled spacing: 0.9925
EXAMPLE INPUTS (rough Pt(111) evaporation regime)
lattice constant: 0.39 nm
temperature: 440 K
deposition rate: 0.01 layers/s
A: 0.5 nm^2/s
B: 18.0 nm^4/s
selected slope m0 (imposed): 0.05
adatom hop barrier: 0.3 eV
adatom binding energy: 4.0 eV
EXAMPLE RESULTS
step height: 0.225 nm
mean growth speed: 0.00225 nm/s
length unit l: 6.00 nm
time unit tau: 72.0 s
first mound spacing: 53.3 nm
e-folding time of fastest mode: 288 s
layers deposited in that time: 2.88
slope-reversal width: 18.64 nm = 186.4 angstrom
valley rounding height: 0.294 nm
peak slope at first spacing: 0.0400
peak slope at doubled spacing: 0.0496
largest model uphill current: 0.00962 nm^2/s
NEGLECTED EFFECTS (estimates)
terrace width at m0: 4.50 nm
terraces across slope reversal: 4.1
rounding height / step height: 1.31
adatom capture length: 10.0 nm
steepening current at m0: 0.00507 nm^2/s
steepening / largest model current: 0.53
asymmetry current / largest current: 0.33
kink scale / mound radius (2D shape): 0.32
deposition noise in l x l x tau: 0.0082 nm
noise / height unit m0*l: 0.027
finite-slope correction of arc length: 1.2e-03
thermal energy kT: 0.0379 eV
fraction of adatoms desorbed: 5e-40
```
